# Zone-centre t2g states and the conduction edge of cubic d0 perovskites, part 1

(Sections cited here and not found follow in the second part.)

## 1. Why the edge sits at the t2g level

### The decision and the model

When the B cation of a perovskite gate oxide is changed, a band-lineup calculation must decide which parameters to determine afresh. If the conduction edge depended on cation-oxygen hopping, every new cation would need a new hopping fit before its offset to silicon could be estimated. Under the conditions below it does not. The quantity to determine is the effective t2g level of the cation, on the energy scale used for the lineup.

The crystal is cubic ABO$_3$ with lattice constant $a$. A B cation sits at the origin, and the oxygens O$_x$, O$_y$, O$_z$ sit at $a/2$ along the three axes. The basis has five d orbitals on B and three 2p orbitals on each oxygen, taken as orthonormal. The on-site energies are $E_t$ for t2g ($xy,yz,zx$), $E_e$ for eg ($z^2$, $x^2-y^2$) and $E_p$ for O 2p. Hopping joins nearest B-O neighbours. The label d$^0$ means that the nine oxygen bands are full and the five bands above them are empty.

This is a mean-field, one-electron model. Its on-site energies are effective levels, which already contain the electrostatic potential of the crystal and the self-consistent charge. A free-ion d energy is a different quantity. Algebra is in atomic units, and numerical energies are in eV.

The statement to be proved has two parts.

(a) At $\mathbf k=0$ the t2g states contain no oxygen p and have energy $E_t$.

(b) If $E_e\ge E_t>E_p$, the lowest conduction energy in the whole zone is $E_c=E_t$.

Part (a) alone does not fix the edge, because a lower conduction state might exist at another wavevector. Part (b) excludes that.

### The p-d coupling of one bond

Represent a d orbital by a real symmetric traceless matrix $Q$ with $\mathrm{tr}\,Q^2=1$, its angular function being proportional to $\mathbf r\cdot Q\mathbf r/r^2$. Two examples are

$$Q_{xy}=\frac{\hat x\hat y^T+\hat y\hat x^T}{\sqrt2},\qquad Q_{z^2}=\frac{1}{\sqrt6}\,\mathrm{diag}(-1,-1,2).$$

Represent a p orbital by a unit vector $\mathbf e$, and let $\mathbf n$ be the unit vector from B to O. The coupling is linear in $Q$ and in $\mathbf e$, and it is unchanged when orbitals and bond are rotated or reflected together. Two such invariants exist, so

$$V=A\,(\mathbf n\cdot Q\mathbf n)(\mathbf e\cdot\mathbf n)+B\,\mathbf e\cdot Q\mathbf n. \tag{1}$$

Two reference geometries fix the constants. For $\mathbf n=\mathbf e=\hat z$ and $Q_{z^2}$, both invariants equal $2/\sqrt6=\sqrt{2/3}$, and the coupling is by definition $V_\sigma$. For $\mathbf n=\hat z$, $\mathbf e=\hat x$ and $Q_{zx}$, the first invariant is zero, the second is $1/\sqrt2$, and the coupling is $V_\pi$. Hence

$$B=\sqrt2\,V_\pi,\qquad A+B=\sqrt{\tfrac32}\,V_\sigma,\qquad A=\sqrt{\tfrac32}\,V_\sigma-\sqrt2\,V_\pi. \tag{2}$$

With the bond vector drawn from B to O, a p$_z$ orbital on $+z$ turns its negative lobe towards the positive lobe of $z^2$. The overlap is negative, and in an attractive potential the hopping is positive: $V_\sigma>0$. The $\pi$ overlap is positive, so $V_\pi<0$. Drawing the bond from O to B reverses both signs. The band energies of the undistorted crystal derived below contain their squares.

### Bloch sums

Give each Bloch sum the phase $e^{i\mathbf k\cdot\mathbf r}$ at the position of its orbital. The matrix element between two sums is then $\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}V(\boldsymbol\delta)$, where $\boldsymbol\delta$ runs over the bonds.

Take $d_{xy}$. For $\mathbf n=\pm\hat x$, $Q_{xy}\mathbf n=\pm\hat y/\sqrt2$ and $\mathbf n\cdot Q_{xy}\mathbf n=0$. Equation (1) gives $V=\pm V_\pi e_y$, so the partner is p$_y$ on O$_x$. Summing the two bonds,

$$\langle d_{xy}|H|p_y(\mathrm O_x)\rangle=V_\pi\left(e^{ik_xa/2}-e^{-ik_xa/2}\right)=2iV_\pi\sin\frac{k_xa}{2}. \tag{3}$$

Exchanging $x$ and $y$,

$$\langle d_{xy}|H|p_x(\mathrm O_y)\rangle=2iV_\pi\sin\frac{k_ya}{2}. \tag{4}$$

For $\mathbf n=\pm\hat z$, $Q_{xy}\mathbf n=0$ and there is no coupling. The orbitals $d_{yz}$ and $d_{zx}$ follow by cyclic permutation.

For eg take $z^2$. A bond $\pm\hat z$ gives $\pm V_\sigma$ with p$_z$. A bond $\pm\hat x$ has $Q_{z^2}\hat x=-\hat x/\sqrt6$, which gives $\mp(A+B)/\sqrt6=\mp V_\sigma/2$ with p$_x$, and likewise for $y$. For $x^2-y^2$ the couplings are $\pm\sqrt3V_\sigma/2$ on the $x$ bonds and $\mp\sqrt3V_\sigma/2$ on the $y$ bonds. In every case opposite bonds carry opposite signs, so every p-d element is proportional to a sine and vanishes at $\mathbf k=0$.

The Hamiltonian at zone centre is therefore diagonal, with t2g at $E_t$ and eg at $E_e$. This proves (a). It also shows that absence of p character does not distinguish t2g from eg there. Their order must come from something else.

### Parity: why the range of hopping does not matter

The cancellation follows from inversion about a B site. A d orbital is even, so the zone-centre d sums are even. Inversion sends a p orbital at $\boldsymbol\tau+\mathbf R$ to minus a p orbital at $-\boldsymbol\tau-\mathbf R$, where $\boldsymbol\tau$ is the oxygen position in the cell and $\mathbf R$ a lattice vector. Because $2\boldsymbol\tau$ is itself a lattice vector, the new site belongs to the same oxygen sublattice. At $\mathbf k=0$ all coefficients of the sum are equal, so the p sum returns with a factor $-1$. As $H$ commutes with inversion,

$$\langle d|H|p\rangle=-\langle d|H|p\rangle=0 .$$

This uses no assumption about distance, so it covers p-d hopping of any range. It also covers p-d overlap in a non-orthogonal basis, since the unit operator commutes with inversion too.

The argument shows what changes at a zone boundary. At $k_x=\pi/a$ the coefficients at $\boldsymbol\tau$ and $-\boldsymbol\tau$ on the O$_x$ sublattice differ by $e^{i\pi}=-1$. The p sum there becomes even and may mix with d, in agreement with the sine in (3).

### A lower bound for the conduction bands

Let there be $M$ oxygen orbitals per cell, so that $H(\mathbf k)$ has dimension $M+5$. Number its eigenvalues upwards. The lowest conduction band is $E_{M+1}(\mathbf k)$.

The eigenvectors of the lowest $M+1$ bands span a space of dimension $M+1$, and the d orbitals span a space of dimension 5. The dimensions add to $M+6$, one more than the full space holds, so the two spaces share a normalized vector $v$. Since $v$ is a combination of the lowest $M+1$ eigenvectors, $\langle v|H|v\rangle\le E_{M+1}$. Since $v$ is also a pure d vector, $\langle v|H|v\rangle$ is at least the lowest eigenvalue of the d block. Therefore

$$E_{M+1}(\mathbf k)\ \ge\ \text{lowest eigenvalue of the d block at }\mathbf k. \tag{5}$$

Without d-d hopping this eigenvalue is $E_t$ when $E_e\ge E_t$. At $\mathbf k=0$ the spectrum consists of $E_t$, $E_e$ and the oxygen levels. If the oxygen levels there lie below $E_t$, the level numbered $M+1$ is $E_t$, and the bound is reached. Hence

$$E_c=E_t. \tag{6}$$

The proof makes no use of the oxygen block beyond its levels at zone centre. Oxygen-oxygen hopping may be added without moving the minimum of band $M+1$, as long as those levels stay below $E_t$. For the crystal to remain a d$^0$ insulator, the filled bands must also stay below $E_t$ at every other wavevector, a condition that very strong oxygen-oxygen hopping can violate. The physical content is level repulsion: states below the d level can push d-derived bands up, and at zone centre the p states have no means of doing so.

The valence edge of the simple model follows similarly. Applying the argument to $-H$, with all nine p orbitals at $E_p$, shows that the nine lower bands do not exceed $E_p$. The coupling matrix has five rows and nine columns, so at least four p combinations couple to no d orbital and stay at $E_p$ at every $\mathbf k$. The valence edge is $E_p$ and the gap is $E_t-E_p$.

### The t2g bands, their mass and their sensitivity

By (3), (4) and their permutations, each t2g orbital has its own two p partners, and eg uses the remaining three p orbitals. The $xy$ band can be solved alone. Let $c_d$, $c_1$, $c_2$ be the amplitudes on $d_{xy}$, p$_y$(O$_x$) and p$_x$(O$_y$), and let $t_1$, $t_2$ be the elements (3) and (4). Then

$$(E-E_t)c_d=t_1c_1+t_2c_2,\qquad (E-E_p)c_j=t_j^*c_d .$$

For $E\ne E_p$, inserting the second relation into the first gives

$$(E-E_t)(E-E_p)=4V_\pi^2(s_x^2+s_y^2),\qquad s_i=\sin\frac{k_ia}{2}. \tag{7}$$

With $\Delta=E_t-E_p$, the upper root is

$$E=\frac{E_t+E_p}{2}+\sqrt{\frac{\Delta^2}{4}+4V_\pi^2(s_x^2+s_y^2)}. \tag{8}$$

The $k_z$ component is absent, so the $xy$ band stays at $E_t$ along the whole line $k_x=k_y=0$. The minimum is thus shared by three lines through zone centre, one for each t2g band.

For small $k_x$, $s_x^2\approx k_x^2a^2/4$. Expanding the root gives $E-E_t\approx4V_\pi^2s_x^2/\Delta=V_\pi^2a^2k_x^2/\Delta$. Equating this to $k_x^2/(2m)$ gives the light mass in units of the electron mass,

$$m=\frac{\Delta}{2V_\pi^2a^2}. \tag{9}$$

Hopping therefore matters for transport even though it drops out of the edge.

Normalization gives the d weight $w=|c_d|^2$. The p amplitudes contribute $|c_d|^2(|t_1|^2+|t_2|^2)/(E-E_p)^2$. By (7) the numerator sum is $(E-E_t)(E-E_p)$, so

$$w=\left[1+\frac{E-E_t}{E-E_p}\right]^{-1}=\frac{E-E_p}{2E-E_t-E_p}. \tag{10}$$

Differentiating (7) with respect to $E_t$ at fixed $E_p$ and $V_\pi$ gives

$$\left(\frac{\partial E}{\partial E_t}-1\right)(E-E_p)+(E-E_t)\frac{\partial E}{\partial E_t}=0,\qquad \frac{\partial E}{\partial E_t}=w. \tag{11}$$

At the edge $w=1$. A correction applied to the t2g level moves the edge by its full amount, while a state with p admixture moves by a fraction. The edge derivatives with respect to $E_p$ and the hoppings are zero while $E_t$ is held fixed. In a self-consistent calculation, a change of hopping may alter the charge and so alter $E_t$. That indirect route is not a failure of (6), but it has to be computed.

### What puts eg higher, and when the result fails

Part of the t2g-eg splitting comes from O 2s. An s orbital is even, so its zone-centre sums can couple to d. They do not couple to $d_{xy}$: the reflection $x\to-x$ reverses $d_{xy}$ and leaves all three s sums unchanged. The other t2g orbitals follow by symmetry.

For $z^2$ the s-d coupling along a bond is $V_{sd}(3n_z^2-1)/2$. Two bonds per oxygen sublattice give $-V_{sd}$, $-V_{sd}$ and $2V_{sd}$ for O$_x$, O$_y$ and O$_z$, and the squares sum to $6V_{sd}^2$. For $x^2-y^2$ the values are $\sqrt3V_{sd}$, $-\sqrt3V_{sd}$ and 0, with the same sum. If $E_d$ is the eg level before this coupling and $E_s$ the 2s level,

$$(E-E_d)(E-E_s)=6V_{sd}^2. \tag{12}$$

The upper root lies above $E_d$. Bound (5) still applies with the s orbitals counted among the $M$ oxygen states.

The conditions have content. If eg lies below t2g, the bound is set by $E_e$ and the edge follows eg. If the t2g level lies below the p levels at zone centre, the first level above the nine filled ones is no longer t2g, and the d$^0$ picture has failed. If the cation leaves its inversion centre, p and d may mix at $\mathbf k=0$. If the octahedra tilt, inversion at B can survive, but the cell is larger, $2\boldsymbol\tau$ is no longer a lattice vector, and the parity argument does not apply as given. If d-d hopping is present, the right side of (5) depends on $\mathbf k$, and the location of the minimum has to be checked.

## 2. Use in a gate-stack lineup

### Symbols and results carried over

The levels $E_t$, $E_e$ and $E_p$ belong to B t2g, B eg and O 2p. The hoppings $V_\sigma$ and $V_\pi$ are defined with the bond drawn from B to O, and $a$ is the lattice constant. In the cubic cell with B at its inversion centre, with no d-d hopping and $E_e\ge E_t>E_p$, the conduction edge is $E_c=E_t$. The t2g bands obey $(E-E_t)(E-E_p)=4V_\pi^2(s_x^2+s_y^2)$ and its permutations, with $s_i=\sin(k_ia/2)$. The derivative of a t2g band energy with respect to $E_t$ equals its d weight $w=(E-E_p)/(2E-E_t-E_p)$. States below the d level cannot push the conduction edge below the lowest eigenvalue of the d block.

### Two films on silicon

The parameters are rough values in the regime of SrTiO$_3$ (Ti-like) and SrHfO$_3$ (Hf-like). Energies are measured from the O p level, so $E_p=0$.

| | Ti-like | Hf-like |
|---|---:|---:|
| $a$ (angstrom) | 3.9 | 4.1 |
| $E_t$ (eV) | 3.2 | 5.8 |
| $E_e-E_t$ (eV) | 2.0 | 2.0 |
| $V_\sigma$ (eV) | 2.0 | 2.4 |
| $V_\pi$ (eV) | −1.0 | −1.2 |

The silicon conduction edge is placed at 3.2 eV, and its distance from the O p level is held fixed when the cation changes. Both are assumptions. The zero offset of the Ti-like film is therefore an input. The Hf-like film has the offset

$$\phi=5.8-3.2=2.6\ \text{eV}.$$

The prediction is that the edge rises by the full change of $E_t$, although both hoppings and the lattice constant change as well.

At the zone corner R, where $s_x^2=s_y^2=1$, hopping does matter. The Ti-like t2g energy there is

$$E_R=1.6+\sqrt{1.6^2+8\times1.0^2}=4.85\ \text{eV},\qquad w=\frac{4.85}{2(4.85)-3.2}=0.75.$$

The Hf-like values are 7.36 eV and 0.82. A small correction to $E_t$ would move the Ti-like R state by about three quarters of its size, against its full size at the edge. An energy taken at R is thus a poor substitute for the edge when on-site corrections are calibrated.

The light masses are 0.80 and 0.91 electron masses. Their ratio follows from $m\propto\Delta/(V_\pi^2a^2)$:

$$\frac{5.8}{3.2}\left(\frac{1.0}{1.2}\right)^2\left(\frac{3.9}{4.1}\right)^2=1.14 .$$

The larger gap increases the mass, and the stronger hopping and larger cell offset most of that increase.

In the cubic model, with no d-d hopping and $E_e\ge E_t>E_p$, the conduction edge is the t2g level $E_t$ whatever the cation-oxygen hopping, which puts the Hf-like film 2.6 eV above silicon if silicon stays fixed to the O p level. Still to be examined are the order of the d levels, the decay of silicon electrons in the film, and the bulk, interface and field effects left out so far.
